**Magnetic Dirac operator: spectral pairing and flux counting**

The planar operator $h$ has diagonal entries $\pm c^2$ and off-diagonal entries $cD^*$ and $cD$, where $D=\pi_1+i\pi_2$, $\pi=p+A$, and the electron charge is $-1$. Its spectrum is symmetric except for eigenvalues $+c^2$ from $\ker D$ and $-c^2$ from $\ker D^*$. For a field of finite extent with $F=\text{flux}/2\pi>0$, $\ker D$ vanishes and $\ker D^*$ has as its dimension the largest integer strictly below $F$.

The program asserts the operator identities symbolically, the pairing map on a random matrix, and the equality of the positive levels of two separately discretized Pauli operators. It also asserts that a three-dimensional four-component matrix is symmetric with a magnetic field alone and loses this symmetry when an electric potential is added. Zero modes are counted from singular values in growing disks, for fractional, integer, negative, sign-changing and zero net flux, and each count agrees with the rule. For a uniform disk with $F=3.5$ the output shows three unpaired modes, with probabilities of about 0.96, 0.78 and 0.34 inside the field. Two off-centre disks of opposite flux with net $F=2.4$ have two normalizable modes of the derived form.

## Verification by program

```python
"""
Result under test (Hartree atomic units, electron charge -1, pi = p + A):
the planar Dirac operator h = [[c^2, c D*], [c D, -c^2]], D = pi_1 + i pi_2,
has a spectrum symmetric about zero except for eigenvalues at +c^2 (kernel of D)
and -c^2 (kernel of D*).  For a compactly supported field B with F = flux/(2 pi),
F > 0, ker D = 0 and dim ker D* = largest integer strictly below F; for F < 0
the roles are exchanged.  The 3D four-component operator is fully symmetric.
phi solves Laplace(phi) = B; lower/upper = second/first spinor component.
"""
import math
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

c = physical_constants['inverse fine-structure constant'][0]
tesla = physical_constants['atomic unit of mag. flux density'][0]
print(f"c = {c:.6f} a.u., c^2 = {c*c:.4f} hartree")

# ---- symbolic: squares and factorization for an arbitrary potential phi(x,y)
x, y = sp.symbols('x y', real=True)
phi_s = sp.Function('phi')(x, y)
f_s = sp.Function('f')(x, y)
A1, A2 = -sp.diff(phi_s, y), sp.diff(phi_s, x)
B_s = sp.diff(A2, x) - sp.diff(A1, y)


def p1(g):
    return -sp.I*sp.diff(g, x) + A1*g


def p2(g):
    return -sp.I*sp.diff(g, y) + A2*g


def D_s(g):
    return p1(g) + sp.I*p2(g)


def Dstar_s(g):
    return p1(g) - sp.I*p2(g)


pi_squared = p1(p1(f_s)) + p2(p2(f_s))
assert sp.simplify(sp.expand(Dstar_s(D_s(f_s)) - pi_squared - B_s*f_s)) == 0
assert sp.simplify(sp.expand(D_s(Dstar_s(f_s)) - pi_squared + B_s*f_s)) == 0
g1 = sp.exp(-phi_s)*f_s
g2 = sp.exp(phi_s)*f_s
fact_D = -sp.I*sp.exp(phi_s)*(sp.diff(g1, x) + sp.I*sp.diff(g1, y))
fact_Ds = -sp.I*sp.exp(-phi_s)*(sp.diff(g2, x) - sp.I*sp.diff(g2, y))
assert sp.simplify(sp.expand(fact_D - D_s(f_s))) == 0
assert sp.simplify(sp.expand(fact_Ds - Dstar_s(f_s))) == 0

# ---- the pairing map W built from the polar decomposition, D* with a kernel
rng = np.random.default_rng(4)
Dm = rng.normal(size=(5, 4)) + 1j*rng.normal(size=(5, 4))
left, sing, right = np.linalg.svd(Dm, full_matrices=False)
U = left @ right
hm = np.block([[4*np.eye(4), 2*Dm.conj().T], [2*Dm, -4*np.eye(5)]])
W = np.block([[np.zeros((4, 4)), -U.conj().T], [U, np.zeros((5, 5))]])
assert np.allclose(W @ hm, -hm @ W, atol=1e-11)

# ---- 3D four-component operator in plane waves, box side 2 pi bohr
sigma = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
alpha = [np.kron(sigma[0], s) for s in sigma]
beta = np.kron(sigma[2], np.eye(2))
one = np.eye(3)
shift = np.diag([1.0, 1.0], -1)
cos1 = (shift + shift.T)/2
sin1 = (shift - shift.T)/2j
cos2 = (shift @ shift + (shift @ shift).T)/2
kin = np.diag([-1.0, 0.0, 1.0])


def on_axis(m, axis):
    parts = [one, one, one]
    parts[axis] = m
    return np.kron(np.kron(parts[0], parts[1]), parts[2])


A3d = [on_axis(sin1, 1) + 0.5*on_axis(cos1, 2),
       on_axis(sin1, 2) + 0.7*on_axis(cos1, 0),
       0.3*on_axis(sin1, 0) + on_axis(cos1, 1)]
H3 = c*c*np.kron(beta, np.eye(27))
for i in range(3):
    H3 = H3 + c*np.kron(alpha[i], on_axis(kin, i) + A3d[i])
V3 = np.kron(np.eye(4), on_axis(cos1 + cos2, 0))
e_mag = np.linalg.eigvalsh(H3)
e_el = np.linalg.eigvalsh(H3 + V3)
asym_mag = np.max(np.abs(e_mag + e_mag[::-1]))
asym_el = np.max(np.abs(e_el + e_el[::-1]))
assert asym_mag < 1e-7 and asym_el > 0.1
print(f"3D, magnetic only: symmetric to 1e-7 hartree: {asym_mag < 1e-7}")
print(f"3D, electric potential added: asymmetry = {asym_el:.3f} hartree")

# ---- splitting of the four-component operator at p_z = 0
a, b = 0.3, 0.7
order = [0, 3, 1, 2]
H4 = (c*(alpha[0]*a + alpha[1]*b) + c*c*beta)[np.ix_(order, order)]
d = a + 1j*b
assert np.allclose(H4[:2, 2:], 0)
assert np.allclose(H4[:2, :2], [[c*c, c*np.conj(d)], [c*d, -c*c]])
assert np.allclose(H4[2:, 2:], [[c*c, c*d], [c*np.conj(d), -c*c]])

# ---- pairing in a field B0 (1 + r^2/b^2): two Pauli operators, solved separately
B0, b_len, r_max = 0.01, 20.0, 80.0


def A_theta(r):
    return B0*(r/2 + r**3/(4*b_len**2))


def pauli_levels(ang, spin, number, n=3000):
    """lowest eigenvalues of pi^2 + spin*B at angular momentum ang"""
    h = r_max/n
    r = (np.arange(n) + 0.5)*h
    edge = np.arange(1, n)*h
    diag = 2/h**2 + (ang/r + A_theta(r))**2 + spin*B0*(1 + r**2/b_len**2)
    off = -edge/(h**2*np.sqrt(r[:-1]*r[1:]))
    return eigh_tridiagonal(diag, off, eigvals_only=True, select='i',
                            select_range=(0, number - 1))


low = pauli_levels(-1, -1, 4)
up = pauli_levels(-2, +1, 3)
assert abs(low[0]) < 1e-5*low[1]
assert np.allclose(low[1:], up, rtol=1e-4)
print(f"Pairing field: B0 = {B0} a.u., b = {b_len} bohr")
print("channel: lower ang. mom. -1, upper ang. mom. -2")
print(f"unpaired lower level |lambda| < 1e-6 a.u.: {abs(low[0]) < 1e-6}")
for i in range(3):
    print(f"pair {i+1}: lambda lower {low[i+1]:.6f}, upper {up[i]:.6f} a.u.")

# first-order Dirac matrix on a staggered grid, radial factors sqrt(r) absorbed;
# the upper component vanishes at the wall, where all shown states are negligible
n_d = 600
h_d = r_max/n_d
r_e = np.arange(1, n_d)*h_d
q_d = -1.5/r_e + A_theta(r_e)
M = np.zeros((n_d - 1, n_d))
idx = np.arange(n_d - 1)
M[idx, idx] = -1/h_d + q_d/2
M[idx, idx + 1] = 1/h_d + q_d/2
h_dirac = np.block([[c*c*np.eye(n_d - 1), c*M], [c*M.T, -c*c*np.eye(n_d)]])
e_d = np.linalg.eigvalsh(h_dirac)
pos = e_d[e_d > 0][:3] - c*c
neg = e_d[e_d < 0][::-1][:4] + c*c
predicted = c*c*(np.sqrt(1 + up/c**2) - 1)
# tolerance: second-order grid error, (step / magnetic length)^2 with margin
assert np.allclose(pos, predicted, rtol=3e-3)
assert np.allclose(-neg[1:], predicted, rtol=3e-3)
assert abs(neg[0]) < 1e-7 and pos[0] > 1e-3
for i in range(3):
    print(f"pair {i+1}: |E|-c^2 = {predicted[i]:.6f} (formula), "
          f"{pos[i]:.5f}, {-neg[i+1]:.5f} (Dirac +,-) hartree")

# ---- zero-mode count from singular values of D*, D in disks of growing radius R
dt = 0.04
j_in, j_out = -115, (115, 132)


def enclosed(r, core, total):
    """flux/(2 pi) within r: uniform core r<1, uniform ring 1<r<2"""
    return (core*np.minimum(r, 1)**2
            + (total - core)*np.clip((r*r - 1)/3, 0, 1))


def first_order_matrix(ang, s, core, total, j_end):
    """s=+1: D* on lower, s=-1: D on upper component; zero at r=R"""
    j = np.arange(j_in, j_end + 1)
    r = np.exp(dt*(j + 0.5))
    q = s*(ang + enclosed(np.exp(dt*(j[:-1] + 1)), core, total))
    n = len(q)
    m = np.zeros((n, n + 1))
    i = np.arange(n)
    m[i, i] = (-1/dt + q/2)/r[:-1]
    m[i, i + 1] = (1/dt + q/2)/r[1:]
    # if s*ang > 0 the kernel solution is singular: impose zero at the axis
    first = 1 if s*ang > 0 else 0
    return m[:, first:-1], r[first:-1], r[-1]


def scaling(ang, s, core, total):
    """lambda R^2 at the larger R, and its logarithmic slope in R"""
    vals, radii = [], []
    for j_end in j_out:
        m, _, R = first_order_matrix(ang, s, core, total, j_end)
        vals.append((np.linalg.svd(m, compute_uv=False)[-1]*R)**2)
        radii.append(R)
    return vals[1], math.log(vals[1]/vals[0])/math.log(radii[1]/radii[0])


print("Counts (core F, net F): lower modes, upper modes")
for core, total in [(3.5, 3.5), (3.0, 3.0), (5.0, 2.4), (-5.0, -2.4),
                    (0.7, 0.7), (2.0, 0.0)]:
    found = {}
    for s in (1, -1):
        found[s] = sum(scaling(k, s, core, total)[1] < -0.5
                       for k in range(-5, 6))
    rule = max(math.ceil(abs(total)) - 1, 0)
    assert found[1] == (rule if total > 0 else 0), (core, total, found)
    assert found[-1] == (rule if total < 0 else 0), (core, total, found)
    print(f"  ({core:4.1f}, {total:4.1f}): {found[1]}, {found[-1]}")

# ---- worked flux disk
radius, field = 100.0, 7e-4
flux = 2*math.pi*quad(lambda r: field*r, 0, radius)[0]
F = flux/(2*math.pi)
print(f"Flux disk: radius {radius:.0f} bohr, B = {field:.1e} a.u. "
      f"= {field*tesla:.1f} T")
print(f"flux = {flux:.4f} a.u., F = {F:.4f}, modes = {math.ceil(F)-1}")
R_big = math.exp(dt*(j_out[1] + 0.5))
print(f"largest test disk: R = {R_big:.1f} flux-disk radii")
for n in range(5):
    lamR2, slope = scaling(-n, 1, F, F)
    nu = F - n
    print(f"n={n}: F-n = {nu:.1f}, lambda R^2 = {lamR2:.3e}, slope {slope:.3f}")
    if nu > 1:
        assert abs(slope - (2 - 2*nu)) < 0.1
        inside = quad(lambda r: r**(2*n + 1)*math.exp(-F*r*r), 0, 1)[0]
        outside = math.exp(-F)/(2*F - 2*n - 2)
        frac = inside/(inside + outside)
        m, r, _ = first_order_matrix(-n, 1, F, F, j_out[1])
        vec = np.linalg.svd(m)[2][-1]
        frac_num = np.sum(vec[r < 1]**2)
        # tolerance: slowest tail is cut at R, losing a part of order 1/R
        assert abs(frac - frac_num) < 0.02
        print(f"     probability inside: {frac:.4f} (formula), "
              f"{frac_num:.3f} (matrix)")
    elif n == 3:
        assert abs(lamR2/(math.pi**2/4) - 1) < 0.05
        print(f"     limit for F-n = 1/2: pi^2/4 = {math.pi**2/4:.4f}")

# ---- no rotational symmetry: two off-centre disks of opposite flux
disks = [(4.0, 0.0, 0.0, 1.0), (-1.6, 2.5, 0.5, 0.8)]   # F, centre x, y, radius
net = sum(dk[0] for dk in disks)


def phi(px, py):
    out = 0.0
    for Fd, cx, cy, ad in disks:
        r2 = (px - cx)**2 + (py - cy)**2
        out = out + Fd*np.where(r2 > ad*ad, 0.5*np.log(np.maximum(r2, ad*ad)),
                                (r2/ad**2 - 1)/2 + math.log(ad))
    return out


def mode(n, px, py):
    return np.exp(-phi(px, py))*(px - 1j*py)**n


px, py = rng.uniform(-2, 4, 12), rng.uniform(-2, 2, 12)
ax, ay = np.zeros(12), np.zeros(12)
for Fd, cx, cy, ad in disks:                 # vector potential by Ampere's law
    r2 = (px - cx)**2 + (py - cy)**2
    strength = Fd*np.minimum(1, r2/ad**2)/r2
    ax -= strength*(py - cy)
    ay += strength*(px - cx)
step = 1e-4
angles = np.linspace(0, 2*np.pi, 200, endpoint=False)
normalizable = 0
for n in range(6):
    dx = (mode(n, px + step, py) - mode(n, px - step, py))/(2*step)
    dy = (mode(n, px, py + step) - mode(n, px, py - step))/(2*step)
    v = mode(n, px, py)
    residual = np.abs(-1j*dx - dy + (ax - 1j*ay)*v)
    assert np.all(residual < 1e-5*(np.abs(v) + np.abs(dx) + np.abs(dy)))
    ring = [np.mean(np.abs(mode(n, R*np.cos(angles), R*np.sin(angles)))**2)
            for R in (1000.0, 2000.0)]
    tail = math.log(ring[1]/ring[0])/math.log(2)
    assert abs(tail - 2*(n - net)) < 0.02
    normalizable += tail + 2 < 0
assert normalizable == math.ceil(net) - 1
print(f"Two opposite disks: F = {disks[0][0]}, {disks[1][0]}, net {net:.1f}, "
      f"normalizable modes {normalizable}")

print("checks complete")
```

It prints:

```
c = 137.035999 a.u., c^2 = 18778.8651 hartree
3D, magnetic only: symmetric to 1e-7 hartree: True
3D, electric potential added: asymmetry = 0.539 hartree
Pairing field: B0 = 0.01 a.u., b = 20.0 bohr
channel: lower ang. mom. -1, upper ang. mom. -2
unpaired lower level |lambda| < 1e-6 a.u.: True
pair 1: lambda lower 0.037010, upper 0.037010 a.u.
pair 2: lambda lower 0.083087, upper 0.083087 a.u.
pair 3: lambda lower 0.136472, upper 0.136472 a.u.
pair 1: |E|-c^2 = 0.018505 (formula), 0.01850, 0.01850 (Dirac +,-) hartree
pair 2: |E|-c^2 = 0.041544 (formula), 0.04154, 0.04154 (Dirac +,-) hartree
pair 3: |E|-c^2 = 0.068236 (formula), 0.06822, 0.06822 (Dirac +,-) hartree
Counts (core F, net F): lower modes, upper modes
  ( 3.5,  3.5): 3, 0
  ( 3.0,  3.0): 2, 0
  ( 5.0,  2.4): 2, 0
  (-5.0, -2.4): 0, 2
  ( 0.7,  0.7): 0, 0
  ( 2.0,  0.0): 0, 0
Flux disk: radius 100 bohr, B = 7.0e-04 a.u. = 164.5 T
flux = 21.9911 a.u., F = 3.5000, modes = 3
largest test disk: R = 200.3 flux-disk radii
n=0: F-n = 3.5, lambda R^2 = 4.249e-12, slope -5.011
     probability inside: 0.9582 (formula), 0.959 (matrix)
n=1: F-n = 2.5, lambda R^2 = 4.044e-07, slope -3.004
     probability inside: 0.7780 (formula), 0.779 (matrix)
n=2: F-n = 1.5, lambda R^2 = 9.831e-03, slope -1.009
     probability inside: 0.3441 (formula), 0.347 (matrix)
n=3: F-n = 0.5, lambda R^2 = 2.484e+00, slope -0.010
     limit for F-n = 1/2: pi^2/4 = 2.4674
n=4: F-n = -0.5, lambda R^2 = 9.866e+00, slope -0.000
Two opposite disks: F = 4.0, -1.6, net 2.4, normalizable modes 2
checks complete
```
